# How Fermi-step smearing biases the grand potential and free energy: a numerical check

```python
# Result under test.  Broadening d(y) with integral 1, x=(mu-eps)/sigma,
# occupation f(x)=int_{-inf}^x d(y)dy, entropy s(x)=-int_{-inf}^x y d(y)dy, moments M_n=int y^n d.
# Smeared grand potential Om_s(mu)=sum_states[(eps-mu) f - sigma s] = E - mu N - sigma S.
# Zero-width one Om_0(mu)=-sum_states (mu-eps)_+ ; Om_0'=-N_0, Om_0''=-g (density of states).
#  exact:       Om_s(mu) = int d(y) Om_0(mu - sigma y) dy
#  asymptotic:  Om_s-Om_0 ~ T_1+T_2+..., T_1=sigma M_1 N_0, T_n=-(-sigma)^n M_n g^(n-2)(mu)/n!
# Also tested: fixed-N and mean-field corrections, energy extrapolation, divergence of the
# series, the sigma^(3/2) law at a band edge, exponentially small bias in a gap.
# Model: chain eps=-2 t cos k, two spins, energies in eV per site.
import warnings
import numpy as np
import mpmath as mp
import sympy as sp
from scipy.special import erfc, expit, xlogy
from scipy.integrate import quad, trapezoid, IntegrationWarning
from scipy.optimize import brentq
from scipy.constants import physical_constants

warnings.simplefilter("ignore", IntegrationWarning)  # accuracy is judged by the asserts
mp.mp.dps = 40
t, mu0, sig0, nk = 1.0, -1.0, 0.1, 12000
rp, a, b = np.sqrt(np.pi), 1 / np.sqrt(2), 0.5
gau = lambda u: np.exp(-u * u) / rp
delta = {"FD": lambda y: expit(y) * expit(-y), "Gauss": gau,
         "MP1": lambda y: (1.5 - y * y) * gau(y),
         "MV": lambda y: (2 - np.sqrt(2) * y) * gau(y - a),
         "shiftG": lambda y: gau(y - b)}
occ = {"FD": expit, "Gauss": lambda x: erfc(-x) / 2,
       "MP1": lambda x: erfc(-x) / 2 + x * gau(x) / 2,
       "MV": lambda x: erfc(a - x) / 2 + a * gau(x - a),
       "shiftG": lambda x: erfc(b - x) / 2}
ent = {"FD": lambda x: -xlogy(expit(x), expit(x)) - xlogy(expit(-x), expit(-x)),
       "Gauss": lambda x: gau(x) / 2,
       "MP1": lambda x: (1 - 2 * x * x) * gau(x) / 4,
       "MV": lambda x: (1 - np.sqrt(2) * x) * gau(x - a) / 2,
       "shiftG": lambda x: gau(x - b) / 2 - b * erfc(b - x) / 2}
names = list(delta)
centred = names[:4]
knots = [-80, -40, -20, -10, -6, -3, -1, 0, 1, 3, 6, 10, 20, 40, 80]

def integrate(fun, lo=-80.0, hi=80.0, extra=()):
    pts = np.unique(np.round([lo, hi] + [p for p in list(knots) + list(extra) if lo < p < hi], 12))
    return sum(quad(fun, p, q, epsabs=1e-14, epsrel=1e-12, limit=200)[0]
               for p, q in zip(pts[:-1], pts[1:]))

def moment(name, n):
    if name == "FD":
        return mp.mpf(0) if n % 2 else 2 * mp.factorial(n) * mp.altzeta(n)
    shift, poly = {"Gauss": (mp.mpf(0), [1]), "MP1": (mp.mpf(0), [mp.mpf(3) / 2, 0, -1]),
                   "MV": (1 / mp.sqrt(2), [1, -mp.sqrt(2)]), "shiftG": (mp.mpf(b), [1])}[name]
    gm = lambda k: 0 if k % 2 else mp.gamma(mp.mpf(k + 1) / 2) / mp.sqrt(mp.pi)
    val = sum(mp.binomial(n, j) * (shift ** (n - j) if j < n else 1) * p * gm(j + i)
              for j in range(n + 1) for i, p in enumerate(poly))
    return val if abs(val) > 1e-25 else mp.mpf(0)

M = {nm: [1.0] + [float(moment(nm, n)) for n in range(1, 13)] for nm in names}
ygrid = np.linspace(-80, 80, 320001)
for nm in names:
    assert abs(integrate(delta[nm]) - 1) < 1e-11
    for x in (-2.3, -0.4, 0.7, 1.9, 30.0):
        assert abs(integrate(delta[nm], hi=x) - occ[nm](x)) < 1e-11
        assert abs(-integrate(lambda y: y * delta[nm](y), hi=x) - ent[nm](x)) < 1e-11
    assert abs(ent[nm](70.0) + M[nm][1]) < 1e-12
    for n in range(1, 9):
        scale = trapezoid(abs(ygrid ** n * delta[nm](ygrid)), ygrid)
        assert abs(integrate(lambda y: y ** n * delta[nm](y)) - M[nm][n]) < 1e-10 * scale

band = lambda n, off=0.0: -2 * t * np.cos(2 * np.pi * (np.arange(n) + off) / n)
eps_dense = band(nk)

def ksum(nm, mu, sig, eps=eps_dense):
    x = (mu - eps) / sig
    f = occ[nm](x)
    N, E, S = 2 * f.mean(), 2 * (eps * f).mean(), 2 * ent[nm](x).mean()
    return {"N": N, "E": E, "S": S, "F": E - sig * S, "Om": E - mu * N - sig * S}

def omega0(mu):
    kf = np.arccos(-np.clip(mu / (2 * t), -1, 1))
    return 2 / np.pi * (-2 * t * np.sin(kf) - mu * kf)

kF = np.arccos(-mu0 / (2 * t))
N0, Om0 = 2 * kF / np.pi, omega0(mu0)
E0 = Om0 + mu0 * N0
direct = quad(lambda k: min(-2 * t * np.cos(k) - mu0, 0.0), 0, np.pi, points=[kF])[0] * 2 / np.pi
assert abs(direct - Om0) < 1e-12
cm = [2 / (mp.pi * mp.sqrt(4 * t * t - mu0 ** 2))]   # Taylor coefficients of g about mu0
for n in range(40):
    prev = cm[n - 1] if n else 0
    cm.append(((2 * n + 1) * mu0 * cm[n] + n * prev) / ((4 * t * t - mu0 ** 2) * (n + 1)))
c = [float(v) for v in cm]
e = sp.symbols("e")
gsym = 2 / (sp.pi * sp.sqrt(4 - e ** 2))              # t = 1 eV
gder = [float(sp.diff(gsym, e, n).subs(e, -1)) if n else float(gsym.subs(e, -1)) for n in range(7)]
for n in range(7):
    assert abs(gder[n] / (c[n] * float(mp.factorial(n))) - 1) < 1e-12
h = 1e-3
assert abs(-(omega0(mu0 + h) - omega0(mu0 - h)) / (2 * h) - N0) < 1e-7
assert abs(-(omega0(mu0 + h) - 2 * Om0 + omega0(mu0 - h)) / h ** 2 - c[0]) < 1e-6
g, g1 = gder[0], gder[1]

def term(nm, n, sig):
    return sig * M[nm][1] * N0 if n == 1 else -(-sig) ** n * M[nm][n] * c[n - 2] / (n * (n - 1))

kB = physical_constants["Boltzmann constant in eV/K"][0]
print(f"t = {t} eV, mu0 = {mu0} eV, sigma = {sig0} eV (= {sig0/kB:.1f} K for FD), k points = {nk}")
print(f"kF = {kF:.6f} rad/site, N0 = {N0:.6f} e/site")
print(f"E0 = {E0:.6f} eV, Omega0 = {Om0:.6f} eV")
print("g,g',g'',g''',g'''' (eV^-1..eV^-5) = " + " ".join(f"{v:.6f}" for v in gder[:5]))
for nm in names:
    print(f"M1..M6 {nm} (pure numbers): " + " ".join(f"{v:.5f}" for v in M[nm][1:7]))

# exact convolution at a width that reaches both band edges; thermodynamic derivatives
wide = 0.5
for nm in names:
    for sig in (wide, sig0):
        conv = integrate(lambda y: delta[nm](y) * omega0(mu0 - sig * y),
                         extra=[(mu0 - 2 * t) / sig, (mu0 + 2 * t) / sig])
        assert abs(conv - ksum(nm, mu0, sig)["Om"]) < 1e-10
        if sig == wide:
            print(f"sigma={wide} eV {nm}: k-sum {ksum(nm, mu0, sig)['Om']:.9f} eV, convolution {conv:.9f} eV")
    assert abs(ksum(nm, mu0, 0.02)["Om"] - ksum(nm, mu0, 0.02, band(2 * nk + 1, 0.3))["Om"]) < 1e-14
    h, r = 1e-4, ksum(nm, mu0, sig0)
    assert abs((ksum(nm, mu0 + h, sig0)["Om"] - ksum(nm, mu0 - h, sig0)["Om"]) / (2 * h) + r["N"]) < 1e-7
    assert abs((ksum(nm, mu0, sig0 + h)["Om"] - ksum(nm, mu0, sig0 - h)["Om"]) / (2 * h) + r["S"]) < 1e-7

# series term by term: the remainder must be of the size of the first omitted term
sig, floor = 0.05, 1e-14      # floor: rounding error of the k-sum
for nm in names:
    r = ksum(nm, mu0, sig)
    orders = [n for n in range(1, 13) if M[nm][n] != 0]
    for i in range(3):
        rest = r["Om"] - Om0 - sum(term(nm, n, sig) for n in orders[:i + 1])
        tol = 1.5 * abs(term(nm, orders[i + 1], sig)) + floor
        assert abs(rest) < tol and tol < 0.15 * abs(term(nm, orders[i], sig))
    nxt = min(n for n in orders if n > 8)
    assert abs(-sig * r["S"] - sum(n * term(nm, n, sig) for n in range(1, 9))) \
        < 2 * nxt * abs(term(nm, nxt, sig)) + floor
    nterm = lambda n: (-sig) ** n * M[nm][n] * c[n - 1] / n
    assert abs(r["N"] - N0 - sum(nterm(n) for n in range(1, 9))) < 2 * abs(nterm(nxt)) + floor

# worked numbers and the remainder bound for p = 4
dwin = 0.5
sup3 = np.max(np.abs(sp.lambdify(e, sp.diff(gsym, e, 3), "numpy")(np.linspace(mu0 - dwin, mu0 + dwin, 2001))))
print(f"window d = {dwin} eV, sup|g'''| = {sup3:.5f} eV^-4")
z = -sig0 * ygrid
taylor4 = Om0 - N0 * z - sum(c[n - 2] * z ** n / (n * (n - 1)) for n in (2, 3, 4))
for nm in names:
    bias = ksum(nm, mu0, sig0)["Om"] - Om0
    T = [term(nm, n, sig0) + 0.0 for n in range(1, 7)]
    ad = abs(delta[nm](ygrid))
    bound = sig0 ** 5 * trapezoid(abs(ygrid) ** 5 * ad, ygrid) / 120 * sup3 \
        + trapezoid(np.where(abs(z) > dwin, ad * abs(omega0(mu0 + z) - taylor4), 0.0), ygrid)
    assert abs(bias - sum(T[:4])) < bound
    print(f"{nm} T1..T6 (meV): " + " ".join(f"{1e3*v:.6f}" for v in T))
    print(f"{nm} bias {1e3*bias:.6f} meV, sum T1..T6 {1e3*sum(T):.6f} meV, "
          f"R4 {1e3*(bias-sum(T[:4])):.2e} meV, bound {1e3*bound:.2e} meV")

# divergence of the Fermi-Dirac series caused by the band edge
biasFD = ksum("FD", mu0, sig0)["Om"] - Om0
ev = list(range(2, 42, 2))
TF = np.array([float(-mp.mpf(sig0) ** n * moment("FD", n) * cm[n - 2] / (n * (n - 1))) for n in ev])
err = biasFD - np.cumsum(TF)
imin, D = int(np.argmin(abs(TF))), mu0 + 2 * t
assert abs(ev[imin] - D / sig0) <= 4
assert np.min(abs(err)) < 2 * abs(TF[imin]) and abs(err[-1]) > 1e3 * abs(biasFD)
print(f"FD: edge distance D = {D} eV, smallest term at n = {ev[imin]}, T40 = {TF[-1]:.3e} eV")
print("FD T8..T20 (meV): " + " ".join(f"{1e3*v:.2e}" for v in TF[3:10]))
print("FD error after n=6..20 (meV): " + " ".join(f"{1e3*v:.2e}" for v in err[2:10]))

# fixed electron number and mean-field repulsion U n^2/2
def fixed_n(nm, sig):
    m = brentq(lambda u: ksum(nm, u, sig)["N"] - N0, mu0 - 0.2, mu0 + 0.2, xtol=1e-15, rtol=1e-15)
    return m, ksum(nm, m, sig)

U = 2.0
muU = mu0 + U * N0
def meanfield_bias(nm, sig):
    m = brentq(lambda u: u + U * ksum(nm, u, sig)["N"] - muU, mu0 - 0.2, mu0 + 0.2, xtol=1e-15, rtol=1e-15)
    r = ksum(nm, m, sig)
    return r["F"] + U * r["N"] ** 2 / 2 - muU * r["N"] - (E0 + U * N0 ** 2 / 2 - muU * N0)

print(f"mean field: U = {U} eV, mu = {muU:.6f} eV")
for nm in ("FD", "Gauss"):
    for sig in (0.02, sig0):
        m, r = fixed_n(nm, sig)
        Delta, dD = ksum(nm, mu0, sig)["Om"] - Om0, -M[nm][2] * sig ** 2 * g1 / 2
        exN, prN = r["F"] - E0 - Delta, dD ** 2 / (2 * g)
        exU, prU = meanfield_bias(nm, sig) - Delta, U * dD ** 2 / (2 * (1 + U * g))
        if sig == 0.02:      # relative corrections are of order 10 (sigma/eV)^2
            assert abs(exN / prN - 1) < 1e-2 and abs(exU / prU - 1) < 1e-2
            assert abs((m - mu0) / (dD / g) - 1) < 1e-2
        if nm == "FD":
            print(f"FD sigma={sig} eV: dmu {1e3*(m-mu0):.5f} meV (leading {1e3*dD/g:.5f} meV)")
            print(f"  extra fixed-N {1e3*exN:.4e} (formula {1e3*prN:.4e}), "
                  f"extra U {1e3*exU:.4e} (formula {1e3*prU:.4e}) meV")
for nm, lead, after in (("FD", 2, 4), ("Gauss", 2, 4), ("MP1", 4, 6), ("MV", 3, 4)):
    extrap = lambda s: (lambda r: (r["E"] + (lead - 1) * r["F"]) / lead - E0)(fixed_n(nm, s)[1])
    pF = np.log2((fixed_n(nm, 0.04)[1]["F"] - E0) / (fixed_n(nm, 0.02)[1]["F"] - E0))
    pX = np.log2(extrap(0.04) / extrap(0.02))
    assert abs(pF - lead) < 0.15 and abs(pX - after) < 0.15
    h = 1e-4
    m, r = fixed_n(nm, sig0)
    dF = (fixed_n(nm, sig0 + h)[1]["F"] - fixed_n(nm, sig0 - h)[1]["F"]) / (2 * h)
    assert abs(dF + r["S"]) < 1e-7
    print(f"fixed N {nm}: dmu {1e3*(m-mu0):.5f}, F-E0 {1e3*(r['F']-E0):.5f}, "
          f"E-E0 {1e3*(r['E']-E0):.5f}, extrap-E0 {1e3*extrap(sig0):.5f} meV")
    print(f"  power of sigma (0.04 vs 0.02 eV): F-E0 {pF:.3f}, extrapolated {pX:.3f}")

# chemical potential at the lower band edge
C, sige = 1 / (np.pi * np.sqrt(t)), 0.01
print(f"band edge: mu = {-2*t} eV, sigma = {sige} eV, C = {C:.6f} eV^-1/2")
for nm in centred:
    half = integrate(lambda y: delta[nm](y) * (-y) ** 1.5, hi=0.0)
    pred, ex = -4 * C / 3 * sige ** 1.5 * half, ksum(nm, -2 * t, sige)["Om"] - omega0(-2 * t)
    power = np.log2(ksum(nm, -2 * t, 2 * sige)["Om"] / ksum(nm, -2 * t, sige)["Om"])
    assert abs(ex / pred - 1) < 2e-3 and abs(power - 1.5) < 5e-3   # next order ~0.07 sigma/t
    print(f"edge {nm}: half-moment {half:.5f}, bias {1e3*ex:.6f} meV, law {1e3*pred:.6f} meV, power {power:.4f}")

# six-point mesh, chemical potential in the gap
ring = band(6)
om0_ring = lambda m: -2 * np.maximum(m - ring, 0).mean()
for nm in names:
    conv = integrate(lambda y: delta[nm](y) * om0_ring(-wide * y), extra=list(-ring / wide))
    assert abs(conv - ksum(nm, 0.0, wide, ring)["Om"]) < 1e-10
print("6-point mesh levels (eV): " + " ".join(f"{v:.3f}" for v in np.sort(ring)) + f", Omega0(mu=0) = {om0_ring(0.0):.6f} eV")
for sig in (sig0, 0.05):
    ex = ksum("FD", 0.0, sig, ring)["Om"] - om0_ring(0.0)
    pred = -2 * sig * np.exp(-abs(ring) / sig).mean()
    assert abs(ex / pred - 1) < 1e-4
    dense = ksum("FD", 0.0, sig)["Om"] - omega0(0.0)
    print(f"gap FD sigma={sig} eV: bias {1e3*ex:.4e} meV, law {1e3*pred:.4e} meV, dense mesh {1e3*dense:.4f} meV")
for nm in ("Gauss", "MP1", "MV"):
    assert abs(ksum(nm, 0.0, sig0, ring)["Om"] - om0_ring(0.0)) < 1e-14
print("ALL CHECKS PASSED")
```

Output:

```
t = 1.0 eV, mu0 = -1.0 eV, sigma = 0.1 eV (= 1160.5 K for FD), k points = 12000
kF = 1.047198 rad/site, N0 = 0.666667 e/site
E0 = -1.102658 eV, Omega0 = -0.435991 eV
g,g',g'',g''',g'''' (eV^-1..eV^-5) = 0.367553 -0.122518 0.245035 -0.571748 2.069185
M1..M6 FD (pure numbers): 0.00000 3.28987 0.00000 45.45758 0.00000 1419.19357
M1..M6 Gauss (pure numbers): 0.00000 0.50000 0.00000 0.75000 0.00000 1.87500
M1..M6 MP1 (pure numbers): 0.00000 0.00000 0.00000 -0.75000 0.00000 -3.75000
M1..M6 MV (pure numbers): 0.00000 0.00000 -0.70711 -1.50000 -4.24264 -10.00000
M1..M6 shiftG (pure numbers): 0.50000 0.75000 0.87500 1.56250 2.53125 5.17188
sigma=0.5 eV FD: k-sum -0.596551770 eV, convolution -0.596551770 eV
sigma=0.5 eV Gauss: k-sum -0.459584280 eV, convolution -0.459584280 eV
sigma=0.5 eV MP1: k-sum -0.435209389 eV, convolution -0.435209389 eV
sigma=0.5 eV MV: k-sum -0.431568891 eV, convolution -0.431568891 eV
sigma=0.5 eV shiftG: k-sum -0.308026072 eV, convolution -0.308026072 eV
window d = 0.5 eV, sup|g'''| = 6.66720 eV^-4
FD T1..T6 (meV): 0.000000 -6.045998 0.000000 -0.046411 0.000000 -0.004079
FD bias -6.098140 meV, sum T1..T6 -6.096488 meV, R4 -5.73e-03 meV, bound 1.39e-01 meV
Gauss T1..T6 (meV): 0.000000 -0.918881 0.000000 -0.000766 0.000000 -0.000005
Gauss bias -0.919653 meV, sum T1..T6 -0.919653 meV, R4 -5.47e-06 meV, bound 6.27e-04 meV
MP1 T1..T6 (meV): 0.000000 0.000000 0.000000 0.000766 0.000000 0.000011
MP1 bias 0.000777 meV, sum T1..T6 0.000777 meV, R4 1.10e-05 meV, bound 1.05e-03 meV
MV T1..T6 (meV): 0.000000 0.000000 0.014439 0.001531 0.000202 0.000029
MV bias 0.016207 meV, sum T1..T6 0.016201 meV, R4 2.37e-04 meV, bound 2.56e-03 meV
shiftG T1..T6 (meV): 33.333333 -1.378322 -0.017867 -0.001595 -0.000121 -0.000015
shiftG bias 31.935411 meV, sum T1..T6 31.935413 meV, R4 -1.38e-04 meV, bound 1.51e-03 meV
FD: edge distance D = 1.0 eV, smallest term at n = 12, T40 = -3.032e+03 eV
FD T8..T20 (meV): -1.02e-03 -5.00e-04 -4.04e-04 -4.89e-04 -8.26e-04 -1.86e-03 -5.36e-03
FD error after n=6..20 (meV): -1.65e-03 -6.33e-04 -1.33e-04 2.71e-04 7.60e-04 1.59e-03 3.44e-03 8.81e-03
mean field: U = 2.0 eV, mu = 0.333333 eV
FD sigma=0.02 eV: dmu 0.21971 meV (leading 0.21932 meV)
  extra fixed-N 8.8749e-06 (formula 8.8402e-06), extra U 3.7609e-06 (formula 3.7453e-06) meV
FD sigma=0.1 eV: dmu 5.78900 meV (leading 5.48311 meV)
  extra fixed-N 6.2270e-03 (formula 5.5251e-03), extra U 2.6555e-03 (formula 2.3408e-03) meV
fixed N FD: dmu 5.78900, F-E0 -6.09191, E-E0 6.19617, extrap-E0 0.05213 meV
  power of sigma (0.04 vs 0.02 eV): F-E0 2.001, extrapolated 4.032
fixed N Gauss: dmu 0.83697, F-E0 -0.91952, E-E0 0.92082, extrap-E0 0.00065 meV
  power of sigma (0.04 vs 0.02 eV): F-E0 2.000, extrapolated 4.002
fixed N MP1: dmu -0.00500, F-E0 0.00078, E-E0 -0.00235, extrap-E0 -0.00001 meV
  power of sigma (0.04 vs 0.02 eV): F-E0 4.002, extrapolated 6.009
fixed N MV: dmu -0.09074, F-E0 0.01621, E-E0 -0.03447, extrap-E0 -0.00068 meV
  power of sigma (0.04 vs 0.02 eV): F-E0 3.032, extrapolated 4.081
band edge: mu = -2.0 eV, sigma = 0.01 eV, C = 0.318310 eV^-1/2
edge FD: half-moment 1.01714, bias -0.431995 meV, law -0.431688 meV, power 1.5010
edge Gauss: half-moment 0.25569, bias -0.108546 meV, law -0.108519 meV, power 1.5004
edge MP1: half-moment 0.06392, bias -0.027123 meV, law -0.027130 meV, power 1.4996
edge MV: half-moment 0.13789, bias -0.058533 meV, law -0.058521 meV, power 1.5003
6-point mesh levels (eV): -2.000 -1.000 -1.000 1.000 1.000 2.000, Omega0(mu=0) = -1.333333 eV
gap FD sigma=0.1 eV: bias -6.0533e-03 meV, law -6.0535e-03 meV, dense mesh -5.2514 meV
gap FD sigma=0.05 eV: bias -1.3741e-07 meV, law -1.3741e-07 meV, dense mesh -1.3099 meV
ALL CHECKS PASSED
```
